# Neutral radius of conducting spheres with resistive interfaces

## The problem

A conducting amorphous oxide film contains small crystalline spheres. The host has conductivity $\sigma_m$, the spheres have conductivity $\sigma_p=c\,\sigma_m$ with $c=10$, and every sphere has the same radius $a$. The boundary between the two materials is itself resistive. Its specific resistance $\rho$, in ohm cm², is the potential drop across the boundary divided by the current density normal to it.

1. Find the field in and around one sphere placed in a uniform field $E_0$.
2. Find the composite conductivity $\sigma_e$ by Maxwell's argument, when the spheres fill a fraction $f$ of the volume.
3. Find the radius $a^*$ at which the spheres leave the conductivity unchanged, $\sigma_e=\sigma_m$. Does the answer depend on $f$, or on how the spheres are arranged?
4. Evaluate the result for $\sigma_m=10$ S/cm, $\sigma_p=100$ S/cm, $\rho=10^{-7}$ ohm cm², $f=0.25$ and 300 K.

Assume steady ohmic conduction, isotropic materials, and an interface of zero thickness that obeys a linear law and carries no current along itself. The spheres do not overlap and lie wholly inside the host.

## Hints

**Hint 1.** The ratio $c$ is a pure number and cannot fix a length. Which combination of $\rho$ and a conductivity is a length?

**Hint 2.** The normal current density is continuous at the interface, but the potential is not. Decide the sign of the jump from the rule that potential falls in the direction of the current.

**Hint 3.** The applied potential varies as $\cos\theta$. Try solutions with that same angular dependence everywhere.

**Hint 4.** Outside, the sphere can be replaced by a perfectly joined sphere of another conductivity. What happens when that conductivity equals $\sigma_m$?

## Solution

### 1. One sphere

The current density is $\mathbf j=-\sigma\nabla V$. In the steady state $\nabla\cdot\mathbf j=0$, so $\nabla^2V=0$ in each material. Put the origin at the centre of the sphere and the $z$ axis along the applied field. Far away, $V\to-E_0r\cos\theta$.

Continuity of the normal current at $r=a$ gives
$$\sigma_p\,\partial_rV_{\rm in}=\sigma_m\,\partial_rV_{\rm out}.$$
The outward current density is $j_r=-\sigma_p\partial_rV_{\rm in}$. An outward current meets a fall in potential on leaving the sphere, so $V_{\rm in}-V_{\rm out}=\rho j_r$, or
$$V_{\rm out}-V_{\rm in}=\rho\sigma_p\,\partial_rV_{\rm in}.$$

The solutions of Laplace's equation proportional to $\cos\theta$ have radial parts $r$ and $r^{-2}$. The second is singular at the centre and is excluded inside. Hence
$$V_{\rm in}=-A\,r\cos\theta,\qquad V_{\rm out}=-\left(E_0r+\frac{D}{r^2}\right)\cos\theta .$$
The radial derivatives at $r=a$ are
$$\partial_rV_{\rm in}=-A\cos\theta,\qquad \partial_rV_{\rm out}=-\left(E_0-\frac{2D}{a^3}\right)\cos\theta .$$
Write $d=D/a^3$. Current continuity becomes
$$\sigma_pA=\sigma_m(E_0-2d).$$
The jump condition reads $-(E_0a+da-Aa)\cos\theta=-\rho\sigma_pA\cos\theta$. Cancelling $-\cos\theta$ and dividing by $a$,
$$E_0+d=A\left(1+\frac{\rho\sigma_p}{a}\right).$$

Define
$$\sigma_c=\frac{\sigma_p}{1+\rho\sigma_p/a},\qquad\text{equivalently}\qquad \frac1{\sigma_c}=\frac1{\sigma_p}+\frac{\rho}{a}.$$
The jump condition is then $\sigma_pA=\sigma_c(E_0+d)$. Equating the two expressions for $\sigma_pA$,
$$\sigma_c(E_0+d)=\sigma_m(E_0-2d),$$
$$d(\sigma_c+2\sigma_m)=(\sigma_m-\sigma_c)E_0 .$$
Therefore
$$D=-\beta E_0a^3,\qquad \beta=\frac{\sigma_c-\sigma_m}{\sigma_c+2\sigma_m}.$$

With $\rho=0$ the same formula holds with $\sigma_c=\sigma_p$. Seen from outside, the real sphere is thus equivalent to a perfectly joined one of conductivity $\sigma_c$. The expression for $1/\sigma_c$ is a series addition of resistivities: the interface contributes $\rho/a$, which matters more for a smaller sphere. As $a\to0$, $\sigma_c\to a/\rho\to0$, and even a very conductive sphere acts like an insulating hole, with $\beta\to-1/2$. For $a\gg\rho\sigma_p$ the interface ceases to matter.

### 2. Many spheres

Place $N$ equal spheres inside an imaginary ball of radius $B$, with host material between and around them. Their filling is $f=Na^3/B^3$. Maxwell's argument takes the field acting on each sphere to be $E_0$. Far away, the dipole terms add:
$$D_{\rm total}=-N\beta E_0a^3=-f\beta E_0B^3.$$
Now replace the contents of the ball by a uniform material of conductivity $\sigma_e$, perfectly joined to the host. By the result for one sphere, its dipole coefficient is
$$D_{\rm total}=-\frac{\sigma_e-\sigma_m}{\sigma_e+2\sigma_m}\,E_0B^3.$$
The two descriptions agree far away if
$$\frac{\sigma_e-\sigma_m}{\sigma_e+2\sigma_m}=f\beta .$$
Multiplying out, $\sigma_e-\sigma_m=f\beta\sigma_e+2f\beta\sigma_m$. Collecting $\sigma_e$ on the left,
$$\frac{\sigma_e}{\sigma_m}=\frac{1+2f\beta}{1-f\beta}.$$
For small $f$ this is $1+3f\beta$. At finite filling it is an approximation, because the fields scattered by neighbours change the field acting on each sphere.

### 3. The neutral radius

For $f>0$, setting $\sigma_e=\sigma_m$ gives $1+2f\beta=1-f\beta$, so $\beta=0$ and $\sigma_c=\sigma_m$. Then
$$1+\frac{\rho\sigma_p}{a^*}=\frac{\sigma_p}{\sigma_m}=c,$$
$$\boxed{a^*=\frac{\rho\sigma_p}{c-1}=\rho\sigma_m\frac{c}{c-1}}$$
For $c=10$, $a^*=\tfrac{10}{9}\rho\sigma_m$. The length $\rho\sigma_m$ is the thickness of a flat host layer whose resistance times area equals $\rho$.

Since $\sigma_c=a\sigma_p/(a+\rho\sigma_p)$ increases with $a$, and both $\beta$ and Maxwell's $\sigma_e$ increase with $\sigma_c$, larger spheres raise the conductivity and smaller ones lower it. If $\rho\to0$, then $a^*\to0$: perfectly joined, more conductive spheres help at any size within this continuum model. If $c\to\infty$, $a^*\to\rho\sigma_m$, so even a perfect conductor has a finite neutral radius. As $c$ falls towards 1, $a^*$ diverges. For $c\le1$ and $\rho>0$, $\sigma_c<\sigma_m$ at every radius and no neutral radius exists.

**Independence of filling and arrangement.** Maxwell's formula is approximate, but its neutral point is exact within the stated assumptions. Take a sample with fixed potentials on two end planes normal to $z$ and insulating side walls parallel to $z$. Propose $V=-E_0z$ throughout the host and, in a sphere centred at height $z_i$,
$$V=-E_0z_i-\frac{E_0}{c}(z-z_i).$$
The end and wall conditions hold. The normal current densities at the interface are $\sigma_pE_0\cos\theta/c$ inside and $\sigma_mE_0\cos\theta$ outside, which are equal. The potential jump is
$$V_{\rm out}-V_{\rm in}=-E_0a\left(1-\frac1c\right)\cos\theta,$$
while the interface law requires $-\rho\sigma_mE_0\cos\theta$. These agree when $a=\rho\sigma_mc/(c-1)=a^*$. Each sphere leaves the outside field uniform, so its neighbours are undisturbed.

This is the only solution. Let $w$ be the difference between two solutions. It vanishes on the end planes and carries no current through the walls. Multiply $\nabla\cdot(\sigma\nabla w)=0$ by $w$ and integrate by parts over spheres and host. The host's outward normal at each interface is $-\hat r$, so
$$\int\sigma|\nabla w|^2\,dV=-\sum_i\oint(w_{\rm out}-w_{\rm in})\,\sigma_p\partial_rw_{\rm in}\,dS=-\rho\sum_i\oint(\sigma_p\partial_rw_{\rm in})^2dS.$$
The left side cannot be negative and the right side cannot be positive, so both vanish. Then $w$ is constant in each region. With no current there is no jump, and the end planes fix $w=0$ everywhere. The current density at the end planes is therefore $\sigma_mE_0$, and $\sigma_e=\sigma_m$ for any filling and arrangement of non-overlapping spheres of radius $a^*$.

### 4. Numbers

The characteristic length is
$$\rho\sigma_m=(10^{-7}\ \Omega\,{\rm cm}^2)(10\ {\rm S/cm})=10^{-6}\ {\rm cm}=10\ {\rm nm},$$
so $a^*=\tfrac{10}{9}(10\ {\rm nm})=11.1$ nm.

For the other radii, $\rho\sigma_p=100$ nm. At $a=5$ nm,
$$\sigma_c=\frac{100}{1+100/5}=4.762\ {\rm S/cm},\qquad \beta=\frac{4.762-10}{4.762+20}=-0.2115,$$
$$\sigma_e=10\,\frac{1+2(0.25)(-0.2115)}{1-(0.25)(-0.2115)}=8.49\ {\rm S/cm}.$$
At $a=50$ nm the same steps give $\sigma_c=33.3$ S/cm, $\beta=0.4375$ and $\sigma_e=13.7$ S/cm. Without interface resistance $\sigma_e$ would be 16.9 S/cm. At fixed filling, the same two materials thus give a loss of 15% or a gain of 37%, relative to the host, according to the sphere size.

The result was tested on a different geometry: one sphere at the centre of a circular tube whose height is $\sqrt\pi$ times its radius, with fixed end potentials, an insulating wall and $f=0.25$. The original interface conditions were imposed at many points, with many multipoles allowed. A search for the value of $\rho\sigma_m/a$ that leaves the cell conductivity unchanged gave 0.90000 for $c=10$ and 0.66667 for $c=3$, in agreement with $1-1/c$. Away from neutrality Maxwell's formula need not match this cell. Without interface resistance the cell gives 17.02 S/cm against Maxwell's 16.92 S/cm, a difference of 0.6% relative to the cell. That measures the approximation for this arrangement, not for every arrangement.

### How far the model reaches

The parameters are round numbers in the rough regime of indium-gallium-zinc oxide. A host conductivity of 10 S/cm suits a well-conducting film, not a depleted transistor channel. The interface resistance is an assumed value, and $a^*$ is proportional to it. Real crystallites also need not be spherical, equal or separate, and a neutral sphere needs a film thicker than its 22 nm diameter.

The sharp boundary is a further idealization. Take mobilities of 10 cm²/Vs in the host and 40 cm²/Vs in the spheres, an effective mass of 0.30 electron masses and a relative permittivity of 10. From $n=\sigma/(q\mu)$, the carrier densities are $6.2\times10^{18}$ and $1.6\times10^{19}$ cm⁻³. Fermi statistics put the host Fermi level 24 meV above the band edge, comparable with the thermal energy of 26 meV, so the host is partly degenerate. The screening length, from $\lambda^2=\epsilon/(q^2\,\partial n/\partial E_F)$, is 1.9 nm, which is not negligible beside 11 nm.

Suppose charge transfer makes a host layer of this thickness 10% more conductive, $\sigma_l=1.1\sigma_m$. Within the layer, $V=-(Fr+C/r^2)\cos\theta$, with $C=-\beta_lFa^3$ and $\beta_l=(\sigma_c-\sigma_l)/(\sigma_c+2\sigma_l)$, by the one-sphere result. Let $b=a+\lambda$ and $g=a^3/b^3$. A uniform field outside requires $F(1-g\beta_l)=E_0$ and $\sigma_lF(1+2g\beta_l)=\sigma_mE_0$ at $r=b$, hence
$$\sigma_l\frac{1+2g\beta_l}{1-g\beta_l}=\sigma_m .$$
The neutral radius becomes 10.4 nm, 7% below $a^*$. The condition has a second root between 1.3 and 1.4 nm, where the layer is thicker than the sphere radius and the continuum picture has no standing. The 10% is an assumed change; a depleted layer would act in the opposite direction.

The estimated mean free path in the spheres, $\hbar k_F\mu/q$ with $k_F=(3\pi^2n)^{1/3}$, is 2.0 nm, about a fifth of the radius, so local Ohm's law is reasonable but not strict. In the host the product of Fermi wavenumber and mean free path is 0.21, and a thermal average at constant relaxation time gives 0.25 over the occupied states or about 0.4 when states are weighted by their share of the conductivity. A value below one means that free-band transport is not a sound picture there. The host conductivity must be read as an average over local disorder, and the band estimates here are rough.

The charging energy $q^2/(8\pi\epsilon_0\epsilon_ra^*)$ is 6.5 meV, a quarter of the thermal energy. The 5 nm sphere of section 4 is a harder case: it holds only about 8 carriers, its charging energy is over half the thermal energy, and the mean free path is 0.4 of its radius. Its result illustrates the continuum formula and is not a reliable prediction for a real film. In a field of $10^{-4}$ MV/cm, which is 100 V/cm, the largest interface drop on a neutral sphere is $\rho\sigma_mE_0=0.10$ mV; on an isolated 50 nm sphere it is 0.19 mV. This is far below the thermal voltage of 26 mV, which supports a linear interface law at this field.

## Variation 1: unequal spheres

**Question.** Half the spheres have radius $0.8a^*$ and half $1.2a^*$. The total filling is still 0.25. Is the composite still neutral?

**Solution.** In Maxwell's argument the dipoles add with weight $a_i^3$, so $\beta$ is replaced by
$$\bar\beta=\frac{\sum_ia_i^3\beta_i}{\sum_ia_i^3}.$$
The weights are $0.8^3=0.512$ and $1.2^3=1.728$. The larger spheres hold 77% of the sphere volume, so their gain should outweigh the loss from the smaller ones.

To estimate the effect, write $a=a^*(1+\delta)$. From the formula for $\sigma_c$,
$$\frac{d\ln\sigma_c}{d\ln a}=\frac{\rho\sigma_p/a}{1+\rho\sigma_p/a}=\frac{c-1}{c}=0.9\quad\text{at }a^*.$$
Near neutrality $\beta\approx(\sigma_c-\sigma_m)/(3\sigma_m)\approx0.3\delta$. The volume-weighted mean of $\delta$ is
$$\frac{0.512(-0.2)+1.728(0.2)}{0.512+1.728}=0.109,$$
so $\bar\beta\approx0.033$ and $\sigma_e/\sigma_m-1\approx3f\bar\beta\approx2.4\%$. Maxwell's formula with the full $\beta_i$ gives 10.21 S/cm, a rise of 2.1% relative to the host. The exact neutrality argument no longer applies, since each sphere now disturbs its neighbours.

## Variation 2: a warmer film

**Question.** The interface is a potential barrier, and the film is used at 350 K. The spheres keep the radius that was neutral at 300 K. What happens if $\sigma_m$, $\sigma_p$ and $f$ are held fixed?

**Solution.** With the conductivities fixed, $a^*$ is proportional to $\rho(T)$. For a rough estimate of $\rho(T)$, let electrons cross with transmission ${\cal T}(E_z)$, where $E_z$ is the energy of motion normal to the interface, measured from the Fermi level. Each transverse channel contributes $2q^2/h$, spin included, and there are $m/(2\pi\hbar^2)$ channels per unit area and transverse energy $E_\perp$. Let $F(E)$ be the Fermi function. Since $\int_0^\infty[-F'(E_z+E_\perp)]\,dE_\perp=F(E_z)$,
$$\frac1\rho=\frac{q^2m}{2\pi^2\hbar^3}\int F(E_z)\,{\cal T}(E_z)\,dE_z .$$

This expression gives the resistance between two electron reservoirs. For the host at 300 K it leaves about $6\times10^{-9}$ ohm cm² even without a barrier. That part is 6% of the assumed $\rho$ and is not subtracted in these rough estimates.

If electrons pass only above a barrier of height $\phi$, the integral is $k_BT\ln(1+e^{-\phi/k_BT})$. Matching $\rho=10^{-7}$ ohm cm² at 300 K requires $\phi=64$ meV. At 350 K this gives $\rho=6.1\times10^{-8}$ ohm cm² and $a^*=6.8$ nm.

For a rectangular barrier of width $w=2$ nm, add tunnelling from the host band edge up to $\phi$, with the semiclassical transmission $\exp[-2w\sqrt{2m(\phi-E_z)}/\hbar]$. The same $\rho$ at 300 K now requires $\phi=99$ meV. At 350 K, $\rho=7.1\times10^{-8}$ ohm cm² and $a^*=7.8$ nm. The barrier and band edge are held fixed relative to the Fermi level in both cases.

That is a simplification. At fixed carrier density the host Fermi level drops from 24 meV above the band edge at 300 K to 18 meV at 350 K. If the barrier is instead fixed relative to the band edge, $a^*$ at 350 K is 8.2 nm without tunnelling or 9.3 nm with it. The semiclassical transmission is also rough for so low and thin a barrier. The exact transmission of a rectangular barrier, with equal masses and band edges on both sides and $\phi$ refitted at 300 K, gives 10.1 nm at fixed density. The carrier densities above put the Fermi level 67 meV above the band edge in the spheres, so their band edge lies about 43 meV below that of the host; with this offset included the result is 10.3 nm.

With the levels fixed relative to the Fermi level, the neutral radius falls by 39% without tunnelling or 29% with semiclassical tunnelling, relative to 300 K. The other estimates give smaller falls, down to 7%. For the assumed 2 nm width they agree on the direction but not on the size. A thinner barrier, dominated by tunnelling, is much less sensitive to temperature: for $w=1$ nm at fixed density the exact transmission gives a fall of 4 to 5%, and the semiclassical form gives a rise of 1%. The unchanged spheres are now larger than neutral, and for the first two estimates Maxwell's formula gives $\sigma_e=11.2$ or 10.8 S/cm. When a large part of the current passes over the barrier by thermal activation, a composite matched to its host at one temperature does not stay matched at another; with a thin tunnelling barrier the mismatch can be small. If $\sigma_m$ and $\sigma_p$ also change with temperature, their values at 350 K must be used in $a^*$. The numerical output below lists the first two estimates, to more digits than the barrier model deserves.

## Values computed for the example and the checks

```
host conductivity: 10.0 S/cm
sphere conductivity: 100.0 S/cm
interface resistance: 1.0e-07 ohm cm2
filling: 0.25
length rho*sigma_m: 10.00 nm
neutral radius, formula: 11.111 nm
neutral radius, cell: 11.111 nm
neutral biot, contrast 3, cell: 0.66667
neutral biot, contrast 10, cell: 0.90000
radius 5.00 nm: sphere acts as 4.762 S/cm
  dipole factor: -0.2115
  composite, Maxwell: 8.493 S/cm
  composite, tube cell: 8.493 S/cm
radius 11.11 nm: sphere acts as 10.000 S/cm
  dipole factor: 0.0000
  composite, Maxwell: 10.000 S/cm
  composite, tube cell: 10.000 S/cm
radius 50.00 nm: sphere acts as 33.333 S/cm
  dipole factor: 0.4375
  composite, Maxwell: 13.684 S/cm
  composite, tube cell: 13.699 S/cm
no resistance, Maxwell: 16.923 S/cm
no resistance, tube cell: 17.023 S/cm
20% radius spread: 10.211 S/cm
effective mass: 0.30 electron masses
relative permittivity: 10.0
mobility, host: 10.0 cm2/Vs
mobility, sphere: 40.0 cm2/Vs
carrier density, host: 6.24e+18 cm-3
carrier density, sphere: 1.56e+19 cm-3
host Fermi level above band edge: 24.3 meV
host screening length: 1.86 nm
neutral radius with 10% richer layer: 10.36 nm
mean free path, sphere: 2.04 nm
Fermi wavenumber times path, host: 0.21
barrier width: 2.0 nm
no tunnelling: barrier 64.4 meV
  interface at 350 K: 6.11e-08 ohm cm2
  neutral radius at 350 K: 6.78 nm
  composite at 350 K: 11.189 S/cm
tunnelling: barrier 98.7 meV
  interface at 350 K: 7.05e-08 ohm cm2
  neutral radius at 350 K: 7.84 nm
  composite at 350 K: 10.828 S/cm
charging energy: 6.48 meV
thermal energy at 300 K: 25.85 meV
applied field: 1.0e-04 MV/cm
interface drop at pole: 0.100 mV
```
